# Positivity of D, Q and G for the Müller and CHF functionals

## The question

An electronic state with \(N\) electrons has the one-body density matrix \(\gamma_{ij}=\langle a_i^\dagger a_j\rangle=n_i\delta_{ij}\) in its natural spin-orbitals, which are taken real. Here \(0\le n_i\le 1\) and \(\sum_i n_i=N\). Write

\[
h_i=1-n_i,\qquad g_i=\sqrt{n_ih_i}.
\]

An occupation is called fractional if \(0<n_i<1\). Define three matrices, with the ordered pair \(ij\) as row index and \(kl\) as column index:

\[
\begin{aligned}
D_{ij,kl}&=\langle a_i^\dagger a_j^\dagger a_l a_k\rangle,\\
Q_{ij,kl}&=\langle a_i a_j a_l^\dagger a_k^\dagger\rangle,\\
G_{ij,kl}&=\langle a_i^\dagger a_j a_l^\dagger a_k\rangle .
\end{aligned}
\]

Each is a table of expectation values \(\langle B^\dagger B\rangle\), where \(B\) is a linear combination of \(a_la_k\), of \(a_l^\dagger a_k^\dagger\), or of \(a_l^\dagger a_k\). For an actual fermion state, pure or ensemble, none of them can therefore have a negative eigenvalue. These conditions are necessary for \(D\) to come from a state; they are not claimed to be sufficient.

The electron repulsion energy is \(\tfrac12\sum D_{ij,kl}\langle ij|kl\rangle\), where \(i\) and \(k\) belong to electron 1, and \(j\) and \(l\) to electron 2. Two functionals of \(\gamma\) arise from the reconstruction

\[
D_{ij,kl}=n_in_j\,\delta_{ik}\delta_{jl}-w_{ij}\,\delta_{il}\delta_{jk},
\tag{1}
\]

with

\[
w_{ij}=\sqrt{n_in_j}\ \text{(Müller)},\qquad
w_{ij}=n_in_j+g_ig_j\ \text{(CHF)}.
\]

CHF stands for the corrected Hartree-Fock functional of Csányi and Arias. Inserting (1) gives the energy \(\tfrac12\sum_{ij}(n_in_j\langle ij|ij\rangle-w_{ij}\langle ij|ji\rangle)\). The energy formula alone does not fix a two-body matrix, so the questions concern the specific choice (1).

**(a)** Find \(\sum_jD_{ij,kj}\) and all eigenvalues of \(D\). When is \(D\ge0\) violated?

**(b)** Express \(Q\) through \(\gamma\) and \(D\), and diagonalise it. Does the verdict depend on operator ordering?

**(c)** Do the same for \(G\), and interpret its off-diagonal pairs \(i\ne j\).

**(d)** Can the variance of a real symmetric one-body operator reveal a negative eigenvalue of \(G\)?

**(e)** Antisymmetrise \(D\) and repeat the analysis. What is gained and what is lost?

**(f)** Evaluate the results for model occupations \(0.9,\,0.6,\,0.4,\,0.1\), with \(N=2\).

## Model answers

### (a) The D matrix

Both functionals have \(w_{ii}=n_i\). For Müller this is \(\sqrt{n_i^2}\); for CHF it is \(n_i^2+n_i(1-n_i)\). Setting \(l=j\) in (1) and summing gives

\[
\sum_jD_{ij,kj}
=\sum_j\left(n_in_j\delta_{ik}-w_{ij}\delta_{ij}\delta_{jk}\right)
=(Nn_i-w_{ii})\delta_{ik}
=(N-1)n_i\delta_{ik}.
\]

This is the contraction required of an \(N\)-electron state, so (1) passes that test.

For the eigenvalues, note that (1) connects the pair \(ij\) only with itself and with \(ji\). For \(i\neq j\) the block is

\[
\begin{pmatrix} n_in_j&-w_{ij}\\-w_{ij}&n_in_j\end{pmatrix}.
\]

Its eigenvectors are the symmetric and antisymmetric combinations of \(ij\) and \(ji\), with eigenvalues

\[
d^{+}_{ij}=n_in_j-w_{ij},\qquad d^{-}_{ij}=n_in_j+w_{ij}.
\tag{2}
\]

The pair \(ii\) stands alone and has the eigenvalue \(n_i^2-w_{ii}=-n_ih_i\).

The antisymmetric values are nonnegative. The symmetric ones are

\[
d^+_{ij}=-\sqrt{n_in_j}\left(1-\sqrt{n_in_j}\right)\ \text{(Müller)},
\qquad
d^+_{ij}=-g_ig_j\ \text{(CHF)}.
\]

Neither can be positive. The Müller value is negative when both occupations are nonzero and at least one is below 1. The CHF value is negative when both are fractional. In either functional a single fractional occupation already gives \(-n_ih_i<0\), so \(D\ge0\) is violated whenever any occupation is fractional. If all occupations are 0 or 1, then \(w_{ij}=n_in_j\) in both functionals, and (1) is the matrix of a single determinant.

The violation lies entirely in the exchange-symmetric sector. For fermions \(a_ja_i=-a_ia_j\), so a symmetric combination of pair operators vanishes and its eigenvalue should be zero. The reconstruction puts negative weight where there should be none.

### (b) The Q matrix

Move the creation operators to the left with \(a_pa_q^\dagger=\delta_{pq}-a_q^\dagger a_p\). The first two moves give

\[
\begin{aligned}
a_ia_ja_l^\dagger a_k^\dagger
&=\delta_{jl}a_ia_k^\dagger-a_ia_l^\dagger a_ja_k^\dagger\\
&=\delta_{jl}(\delta_{ik}-a_k^\dagger a_i)
-\delta_{jk}(\delta_{il}-a_l^\dagger a_i)
+a_ia_l^\dagger a_k^\dagger a_j .
\end{aligned}
\]

The last product still has \(a_i\) on the left. Moving it through both creation operators gives

\[
a_ia_l^\dagger a_k^\dagger a_j
=\delta_{il}a_k^\dagger a_j-\delta_{ik}a_l^\dagger a_j
+a_l^\dagger a_k^\dagger a_ia_j .
\]

Exchanging the two creators and the two annihilators produces two minus signs, so the final term equals \(a_k^\dagger a_l^\dagger a_ja_i\), whose expectation value is \(D_{kl,ij}\). With \(\gamma\) diagonal, the remaining terms combine to

\[
Q_{ij,kl}=(1-n_i-n_j)(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})+D_{kl,ij}.
\tag{3}
\]

The factor \(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}\) gives 0 on a symmetric combination or an \(ii\) pair, and 2 on an antisymmetric combination. The symmetric and \(ii\) eigenvalues of \(Q\) are therefore those of \(D\), and the antisymmetric value is

\[
q^-_{ij}=2(1-n_i-n_j)+n_in_j+w_{ij}.
\tag{4}
\]

For Müller let \(s=\sqrt{n_in_j}\). From \((1-n_i)(1-n_j)\ge0\) follows \(n_i+n_j\le1+s^2\), hence

\[
q^-_{ij}\ge2-2(1+s^2)+s^2+s=s(1-s)\ge0 .
\]

For CHF, inserting \(w_{ij}\) gives \(q^-_{ij}=2(1-n_i-n_j+n_in_j)+g_ig_j=2h_ih_j+g_ig_j\ge0\).

Thus \(Q\) from (3) is violated whenever an occupation is fractional, again only in the symmetric sector. This verdict does depend on ordering. For a true fermion state one could equally write \(-D_{kl,ji}\) in place of \(D_{kl,ij}\). With (1), that replacement leaves the antisymmetric values unchanged but reverses the sign of the symmetric and \(ii\) values, which makes \(Q\) nonnegative. Form (3) keeps the electron labels used in the energy. Under either choice the symmetric sector fails to vanish when an occupation is fractional.

### (c) The G matrix

One anticommutation gives

\[
a_i^\dagger a_ja_l^\dagger a_k
=\delta_{jl}a_i^\dagger a_k-a_i^\dagger a_l^\dagger a_ja_k
=\delta_{jl}a_i^\dagger a_k+a_i^\dagger a_l^\dagger a_ka_j .
\]

The last two forms are equal as operators, but they select different elements of a \(D\) that is not antisymmetric.

**Labels kept.** The form with the plus sign gives \(G_{ij,kl}=\delta_{jl}\gamma_{ik}+D_{il,jk}\). Here \(i,j\) belong to one electron and \(l,k\) to the other, as they do for a product of two one-body operators. Inserting (1),

\[
G_{ij,kl}=(n_i-w_{ij})\delta_{ik}\delta_{jl}+n_in_k\delta_{ij}\delta_{kl}.
\tag{5}
\]

For \(i\ne j\) each pair is an eigenvector with eigenvalue \(n_i-w_{ij}\). Among the pairs \(ii\), the first term vanishes because \(w_{ii}=n_i\). The matrix \(n_in_k\) remains, with one eigenvalue \(\sum_in_i^2\) and otherwise zeros. The signs follow from

\[
\begin{aligned}
n_i-w_{ij}&=\sqrt{n_i}\left(\sqrt{n_i}-\sqrt{n_j}\right)&&\text{(Müller)},\\
n_i-w_{ij}&=\sqrt{n_ih_j}\left(\sqrt{n_ih_j}-\sqrt{h_in_j}\right)&&\text{(CHF)}.
\end{aligned}
\]

Since \(n_ih_j-h_in_j=n_i-n_j\), the CHF bracket is negative when \(n_i<n_j\). The condition \(G\ge0\) is thus violated if some pair satisfies

\[
0<n_i<n_j\ \text{(Müller)},\qquad 0<n_i<n_j<1\ \text{(CHF)}.
\]

A fully occupied orbital paired with a fractional one violates the condition for Müller but not for CHF, because \(g_j=0\) when \(n_j=1\).

The eigenvalue has a direct meaning. For \(i\ne j\), the diagonal element is \(\langle\hat n_i(1-\hat n_j)\rangle\), the probability that \(i\) is filled and \(j\) empty. It equals \(n_i\) minus the probability that both are filled. Form (5) assigns \(w_{ij}\) to this joint occupation, and a violation means that \(w_{ij}\) exceeds the smaller single occupation.

**Labels crossed.** The form with the minus sign gives \(\delta_{jl}\gamma_{ik}-D_{il,kj}\), hence

\[
G^{\times}_{ij,kl}=n_ih_j\,\delta_{ik}\delta_{jl}+w_{ik}\,\delta_{ij}\delta_{kl}.
\tag{6}
\]

For \(i\neq j\) the eigenvalue is \(n_ih_j\ge0\). In the \(ii\) sector the matrix is \(n_ih_i\delta_{ik}+w_{ik}\). Its first part is nonnegative, and \(w\) is the outer product of \(\sqrt{n}\) with itself for Müller, or the sum of the outer products of \(n\) and of \(g\) for CHF. So \(G^\times\ge0\) for both functionals. A statement that either functional obeys or violates the G condition is incomplete until the ordering is given.

### (d) What a variance can detect

Let \(\hat V=\sum_{ij}V_{ij}a_i^\dagger a_j\) with \(V\) real and symmetric. With (5),

\[
\langle\hat V^2\rangle=\sum_{ijkl}V_{ij}V_{kl}G_{ij,kl}
=\sum_{ij}(n_i-w_{ij})V_{ij}^2+\Big(\sum_in_iV_{ii}\Big)^2 .
\]

The last term is \(\langle\hat V\rangle^2\). Since \(V_{ij}^2\) and \(w_{ij}\) are symmetric, \(n_i\) may be replaced by \((n_i+n_j)/2\):

\[
\langle\hat V^2\rangle-\langle\hat V\rangle^2
=\tfrac12\sum_{ij}(n_i+n_j-2w_{ij})V_{ij}^2 .
\]

The bracket is \((\sqrt{n_i}-\sqrt{n_j})^2\) for Müller. For CHF it is \(n_ih_j+h_in_j-2g_ig_j=(\sqrt{n_ih_j}-\sqrt{h_in_j})^2\). With (5) the variance is therefore nonnegative and does not reveal the fault. A symmetric operator weights the transfers \(i\to j\) and \(j\to i\) equally, and the positive eigenvalue of one compensates the negative eigenvalue of the other. The single transfer operator \(a_j^\dagger a_i\), which is not Hermitian, gives \(\langle B^\dagger B\rangle=G_{ij,ij}=n_i-w_{ij}\), and so isolates the negative one when \(i\) is the less occupied orbital of a violating pair.

This result belongs to ordering (5). With (6), a diagonal \(V\) has for Müller the variance \(\sum_in_ih_iV_{ii}^2+(\sum_i\sqrt{n_i}V_{ii})^2-(\sum_in_iV_{ii})^2\). For the occupations of (f) and \(V=\operatorname{diag}(1,0,0,-1)\) this is \(0.18+0.40-0.64=-0.06\). In that ordering a variance can be negative although \(G^\times\ge0\).

### (e) Antisymmetrised reconstruction

Take \(D^A_{ij,kl}=\tfrac12(D_{ij,kl}-D_{ji,kl})\). From (1),

\[
D^A_{ij,kl}=c_{ij}(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}),
\qquad c_{ij}=\tfrac12(n_in_j+w_{ij}).
\tag{7}
\]

There is now one joint occupation, \(c_{ij}\), and the ordering ambiguity is gone. The symmetric sector is zero. The antisymmetric eigenvalues are \(2c_{ij}\ge0\) for \(D^A\) and, by (3), \(2(1-n_i-n_j+c_{ij})\) for \(Q^A\). The latter equals (4) and is nonnegative. Both conditions hold for every allowed set of occupations.

For \(G\), inserting (7) in the form with labels kept gives

\[
G^A_{ij,kl}=n_i\delta_{ik}\delta_{jl}
+c_{il}(\delta_{ij}\delta_{lk}-\delta_{ik}\delta_{lj}).
\]

In the \(ii\) sector this matrix has diagonal elements \(n_i\) and off-diagonal elements \(c_{ik}\). It is the average of the corresponding blocks of (5) and (6), both nonnegative, so it is nonnegative. For \(i\ne j\) the eigenvalue is \(n_i-c_{ij}\):

\[
\begin{aligned}
n_i-c_{ij}&=\tfrac12\sqrt{n_i}\left[(2-n_j)\sqrt{n_i}-\sqrt{n_j}\right]&&\text{(Müller)},\\
n_i-c_{ij}&=\sqrt{n_ih_j}\left[\sqrt{n_ih_j}-\tfrac12\sqrt{h_in_j}\right]&&\text{(CHF)}.
\end{aligned}
\]

The G condition is violated if some pair satisfies

\[
\begin{aligned}
&n_i>0,\quad \sqrt{n_i}<\frac{\sqrt{n_j}}{2-n_j}&&\text{(Müller)},\\
&n_i>0,\quad n_j<1,\quad \frac{n_i}{h_i}<\frac14\,\frac{n_j}{h_j}&&\text{(CHF)}.
\end{aligned}
\]

For CHF the odds of occupation must differ by more than a factor of four. For Müller with \(n_j=1\), every fractional \(n_i\) violates the condition.

The price appears in the trace, which should be \(N(N-1)\). Using \(w_{ii}=n_i\),

\[
\operatorname{Tr}D^A=\sum_{i\ne j}c_{ij}
=\tfrac12\Big[N^2-\sum_in_i^2+\sum_{ij}w_{ij}-N\Big].
\]

Subtract \(N^2-N\) and use \(N-\sum n_i^2=\sum n_ih_i\). The excess is

\[
\Delta=\tfrac12\Big[\sum_{ij}w_{ij}-N^2+\sum_in_ih_i\Big].
\tag{8}
\]

Here \(\sum w_{ij}\) is \((\sum\sqrt{n_i})^2\) for Müller and \(N^2+(\sum g_i)^2\) for CHF. Because \(\sqrt{n_i}\ge n_i\), neither sum is below \(N^2\), and \(\Delta>0\) as soon as an occupation is fractional. The contraction found in (a) is then lost. The energy expression changes as well, since \(D^A\) gives \(\tfrac12\sum_{ij}c_{ij}(\langle ij|ij\rangle-\langle ij|ji\rangle)\).

The plain Hartree-Fock form, \(w_{ij}=n_in_j\), shows the same conflict. It is already antisymmetric, with \(D\) values 0 and \(2n_in_j\), and \(Q\) values 0 and \(2h_ih_j\). Its \(G\) is (6) with \(w_{ik}=n_in_k\), also nonnegative. Its trace, however, is \(N^2-\sum n_i^2\), which is too large by \(\sum n_ih_i\).

### (f) Numerical example

All quantities are dimensionless. A pure two-electron state has pairwise equal occupations, so this set belongs to an ensemble, for example the determinants with orbitals \(\{1,2\}\), \(\{1,3\}\), \(\{3,4\}\) and weights \(0.6,\,0.3,\,0.1\). For the pair \(0.9/0.1\), Müller has \(w=\sqrt{0.09}=0.30\). CHF has \(g=0.30\) for both orbitals, so \(w=0.09+0.09=0.18\). With \(n_i=0.1\) as the smaller occupation:

| Quantity | Müller | CHF |
|---|---:|---:|
| \(d^+=0.09-w\) | −0.210 | −0.090 |
| \(d^-=0.09+w\) | 0.390 | 0.270 |
| \(q^-=2(1-1)+0.09+w\) | 0.390 | 0.270 |
| \(G\), labels kept: \(0.1-w\) | −0.200 | −0.080 |
| \(G^A\): \(0.1-(0.09+w)/2\) | −0.095 | −0.035 |

The pair \(0.6/0.4\) behaves differently. Its Müller weight is \(w=\sqrt{0.24}=0.490\), and its CHF weight is \(0.24+0.24=0.480\). With labels kept, the smaller occupation gives \(0.4-w=-0.090\) and \(-0.080\). After antisymmetrisation the values are \(+0.035\) and \(+0.040\). For CHF the odds are \(1.5\) and \(0.667\), a ratio of 2.25, which is below the threshold of four.

Over all 16 ordered pairs, \(D\) and \(Q\) from (3) each have 10 negative eigenvalues for either functional: six symmetric combinations and four \(ii\) pairs. The lowest is \(-0.2499\) for Müller and \(-0.2400\) for CHF. With labels kept, \(G\) has six negative eigenvalues, one for each unequal pair. After antisymmetrisation five remain, and the pair \(0.6/0.4\) is the one repaired.

The trace should be \(N(N-1)=2\). With \(\sum n_ih_i=0.09+0.24+0.24+0.09=0.66\), equation (8) gives an excess of 1.90 for Müller and 1.58 for CHF. The Hartree-Fock form has an excess of 0.66. In this example antisymmetrisation nearly doubles the Müller pair count while still leaving \(G\) with negative eigenvalues.

The numerical check diagonalises the full matrices in a rotated orbital basis and compares their spectra with the formulas above. It also tests the violation criteria on random occupations.

## Table of computed values

```
all printed quantities are dimensionless
occupations: 0.90 0.60 0.40 0.10  N = 2.00
D and Q values for ii: -0.0900 -0.2400 -0.2400 -0.0900
Mueller D: min -0.24990, negative 10 of 16
Mueller Q: min -0.24990, negative 10 of 16
Mueller G labels kept: min -0.20000, negative 6 of 16
Mueller G crossed: min 0.01000, negative 0 of 16
Mueller D antisym: min 0.00000, negative 0 of 16
Mueller Q antisym: min 0.00000, negative 0 of 16
Mueller G antisym: min -0.09500, negative 5 of 16
Mueller antisym trace excess: 1.89969
Mueller 0.9/0.6: w 0.7348 Dsym -0.1948 Danti 1.2748 Qanti 0.2748
  smaller-n G: labels kept -0.1348, antisym -0.0374
Mueller 0.9/0.4: w 0.6000 Dsym -0.2400 Danti 0.9600 Qanti 0.3600
  smaller-n G: labels kept -0.2000, antisym -0.0800
Mueller 0.9/0.1: w 0.3000 Dsym -0.2100 Danti 0.3900 Qanti 0.3900
  smaller-n G: labels kept -0.2000, antisym -0.0950
Mueller 0.6/0.4: w 0.4899 Dsym -0.2499 Danti 0.7299 Qanti 0.7299
  smaller-n G: labels kept -0.0899, antisym 0.0351
Mueller 0.6/0.1: w 0.2449 Dsym -0.1849 Danti 0.3049 Qanti 0.9049
  smaller-n G: labels kept -0.1449, antisym -0.0525
Mueller 0.4/0.1: w 0.2000 Dsym -0.1600 Danti 0.2400 Qanti 1.2400
  smaller-n G: labels kept -0.1000, antisym -0.0200
CHF D: min -0.24000, negative 10 of 16
CHF Q: min -0.24000, negative 10 of 16
CHF G labels kept: min -0.10697, negative 6 of 16
CHF G crossed: min 0.01000, negative 0 of 16
CHF D antisym: min 0.00000, negative 0 of 16
CHF Q antisym: min 0.00000, negative 0 of 16
CHF G antisym: min -0.03500, negative 5 of 16
CHF antisym trace excess: 1.57788
CHF 0.9/0.6: w 0.6870 Dsym -0.1470 Danti 1.2270 Qanti 0.2270
  smaller-n G: labels kept -0.0870, antisym -0.0135
CHF 0.9/0.4: w 0.5070 Dsym -0.1470 Danti 0.8670 Qanti 0.2670
  smaller-n G: labels kept -0.1070, antisym -0.0335
CHF 0.9/0.1: w 0.1800 Dsym -0.0900 Danti 0.2700 Qanti 0.2700
  smaller-n G: labels kept -0.0800, antisym -0.0350
CHF 0.6/0.4: w 0.4800 Dsym -0.2400 Danti 0.7200 Qanti 0.7200
  smaller-n G: labels kept -0.0800, antisym 0.0400
CHF 0.6/0.1: w 0.2070 Dsym -0.1470 Danti 0.2670 Qanti 0.8670
  smaller-n G: labels kept -0.1070, antisym -0.0335
CHF 0.4/0.1: w 0.1870 Dsym -0.1470 Danti 0.2270 Qanti 1.2270
  smaller-n G: labels kept -0.0870, antisym -0.0135
HF trace excess: 0.66000
Mueller antisym G fails in 241 of 302 samples
CHF antisym G fails in 178 of 302 samples
```
